# Hyperfine splitting of metastable helium-3 from that of its ion

**The question**

The nucleus of ³He has spin \(I=1/2\). In the ground state 1s of the ion ³He⁺ the two hyperfine levels are \(\nu_+=8666\) MHz apart. The neutral atom has a metastable state 2 ³S, in which one electron is roughly a 1s electron and the other a 2s electron with parallel spin. The task is to predict its hyperfine splitting \(\nu_*\) from \(\nu_+\).

Hartree atomic units are used, with frequencies in MHz. Spins \(\mathbf s_i\), \(\mathbf S=\mathbf s_1+\mathbf s_2\) and \(\mathbf I\) are dimensionless, and splittings are magnitudes. The electrons are nonrelativistic, the nucleus is a point, and the hyperfine interaction acts in first order unless stated otherwise.

**Part (a). The ion**

*Obtain the contact interaction for an S state, and express \(\nu_+\) through the electron density at the nucleus. Which level is higher?*

**Answer.** Treat the nuclear moment \(\boldsymbol\mu\) as a small uniformly magnetized sphere. The field inside it is \(\tfrac23\mu_0\) times the magnetization, so its volume integral is \(\tfrac23\mu_0\boldsymbol\mu\), whatever the radius. Shrinking the sphere gives \(\tfrac23\mu_0\boldsymbol\mu\,\delta(\mathbf r)\). The dipole field outside averages to zero over a spherical density, and an S state has no orbital current.

The electron moment is \(-g_e\mu_B\mathbf s\) with \(g_e>0\), and the nuclear moment is \((\mu_h/I)\mathbf I\). The energy \(-\boldsymbol\mu_e\cdot\mathbf B\) is therefore

\[
H_{\rm hf}=C\sum_i\delta(\mathbf r_i)\,\mathbf s_i\cdot\mathbf I,\qquad
C=\frac{2\mu_0}{3}\,g_e\mu_B\,\frac{\mu_h}{I}.
\]

For one electron, \(\mathbf F=\mathbf s+\mathbf I\) gives

\[
\mathbf s\cdot\mathbf I=\tfrac12\left[F(F+1)-\tfrac34-\tfrac34\right]
=\begin{cases}+\tfrac14,&F=1\\[2pt]-\tfrac34,&F=0.\end{cases}
\]

The difference is 1. With \(\psi_{1s}=\sqrt{Z^3/\pi}\,e^{-Zr}\) and \(Z=2\),

\[
\nu_+=|C|\rho_+,\qquad \rho_+=\frac{Z^3}{\pi}=\frac8\pi=2.5465 .
\]

Here \(C\) is expressed as a frequency. The helion moment \(\mu_h\) is negative, so \(C<0\) and \(F=0\) lies above \(F=1\). Inserting the CODATA constants and the reduced-mass factor \((1+m_e/M)^{-3}\) for the density gives 8666.6 MHz. This is closer to the stated splitting than the model can guarantee: relativistic terms of relative order \((Z/137)^2\simeq2\times10^{-4}\), which means a few MHz, are omitted, as are nuclear-structure terms. Below, \(\nu_+\) itself is the input, so \(C\) is not needed separately.

**Part (b). The triplet**

*Let \(\rho(0)=\langle\delta(\mathbf r_1)+\delta(\mathbf r_2)\rangle\) in 2 ³S. Find \(\nu_*/\nu_+\) in terms of \(\rho(0)/\rho_+\), and explain the numerical factor.*

**Answer.** The state is \(\Phi(\mathbf r_1,\mathbf r_2)\chi_M\). The triplet spin function \(\chi_M\) is symmetric, so \(\Phi\) is antisymmetric. Its square is symmetric, which means that each electron supplies half the density:

\[
\langle\delta(\mathbf r_1)\rangle=\langle\delta(\mathbf r_2)\rangle=\tfrac12\rho(0).
\]

Taking the spatial expectation value leaves an operator on the spins alone:

\[
H_{\rm eff}=C\,\tfrac12\rho(0)\,(\mathbf s_1+\mathbf s_2)\cdot\mathbf I
=\tfrac12C\rho(0)\,\mathbf S\cdot\mathbf I .
\]

With \(S=1\) and \(I=1/2\),

\[
\mathbf S\cdot\mathbf I=\tfrac12\left[F(F+1)-2-\tfrac34\right]
=\begin{cases}+\tfrac12,&F=\tfrac32\\[2pt]-1,&F=\tfrac12.\end{cases}
\]

The difference is \(3/2\), so

\[
\nu_*=\tfrac32\cdot\tfrac12|C|\rho(0)=\tfrac34|C|\rho(0),
\qquad
\boxed{\frac{\nu_*}{\nu_+}=\frac34\,\frac{\rho(0)}{\rho_+}} .
\]

The factor can be understood by comparing the levels at equal density. In the state with all spins up, each \(\mathbf s_i\cdot\mathbf I\) equals \(1/4\), so the energy is \(C\rho/4\) in both the ion and the atom. The sum of the level energies, weighted with degeneracy, must vanish because \(\mathbf s_i\cdot\mathbf I\) has zero trace. In the ion, three states at \(+1/4\) are balanced by one at \(-3/4\), an interval of 1. In the atom, four states at \(+1/4\) are balanced by two at \(-1/2\), an interval of \(3/4\). Since \(C<0\), \(F=1/2\) lies above \(F=3/2\).

**Part (c). The outer electron: estimates and limits**

*First ignore any change of density. Then find \(\rho(0)\) for one determinant, and estimate the 2s density from hydrogenic orbitals. Is the 2s contribution unique? Consider the limits of a very distant outer electron and of large \(Z\).*

**Answer.** If \(\rho(0)=\rho_+\), then

\[
\nu_*^{(0)}=\tfrac34\times8666=6499.5\ \text{MHz}.
\]

For real orthonormal orbitals, take

\[
\Phi=\frac{\phi_1(\mathbf r_1)\phi_2(\mathbf r_2)-\phi_2(\mathbf r_1)\phi_1(\mathbf r_2)}{\sqrt2}.
\]

The two electrons contribute equally, hence

\[
\begin{aligned}
\rho(0)&=2\int|\Phi(0,\mathbf r)|^2d^3r
=\int\left[\phi_1(0)\phi_2(\mathbf r)-\phi_2(0)\phi_1(\mathbf r)\right]^2d^3r\\
&=\phi_1(0)^2+\phi_2(0)^2 .
\end{aligned}
\]

The cross term vanishes by orthogonality. A 2s orbital in the field of a charge \(\zeta\) is

\[
\psi_{2s}=\sqrt{\frac{\zeta^3}{8\pi}}\left(1-\frac{\zeta r}{2}\right)e^{-\zeta r/2},
\qquad
\frac{\psi_{2s}(0)^2}{\rho_+}=\frac{\zeta^3/(8\pi)}{8/\pi}=\frac{\zeta^3}{64}.
\]

With complete screening by the inner electron, \(\zeta=1\) and the share is \(1/64=1.56\%\). With no screening, \(\zeta=2\) and it is \(1/8=12.5\%\). The real 2s electron sees charge 1 at large distance but charge 2 near the nucleus, so a share of a few percent is plausible. These are guides, not bounds: the \(\zeta=1\) orbital is not even orthogonal to the 1s orbital of the ion.

The division between orbitals is not unique. Replace them by

\[
\phi_1'=\cos\theta\,\phi_1+\sin\theta\,\phi_2,\qquad
\phi_2'=-\sin\theta\,\phi_1+\cos\theta\,\phi_2 .
\]

The determinant is multiplied by \(\cos^2\theta+\sin^2\theta=1\), so the state is unchanged. Yet \(\tan\theta=\phi_2(0)/\phi_1(0)\) makes \(\phi_2'(0)=0\), and all the density at the nucleus then belongs to the other orbital. The sum is physical; a "2s contribution" requires a stated choice of orbitals. The quantity independent of that choice is the excess

\[
\varepsilon=\frac{\rho(0)}{\rho_+}-1 .
\]

If the outer electron is moved far away, as in 1s\(n\)s with large \(n\), the inner orbital returns to that of the ion and \(\varepsilon\to0\). The ratio in part (b) tends to \(3/4\). The singlet–triplet separation also tends to zero, however, and when it is no longer large compared with the hyperfine coupling, the projection on a pure triplet fails.

For large \(Z\), scale lengths by \(1/Z\). The kinetic and nuclear terms acquire \(Z^2\), while the electron repulsion acquires \(Z\), so the repulsion is relatively of order \(1/Z\). Both orbitals become hydrogenic with charge \(Z\), and

\[
\frac{\rho(0)}{\rho_+}\to1+\frac18,\qquad
\frac{\nu_*}{\nu_+}\to\frac34\cdot\frac98=\frac{27}{32}.
\]

This is the limit of the nonrelativistic model for a nucleus of spin \(1/2\); relativity grows with \(Z\).

**Part (d). Mean field**

*Derive the Hartree–Fock equations for the triplet. Use their numerical solution to estimate the 2s share and \(\nu_*\).*

**Answer.** Let \(h=-\tfrac12\nabla^2-Z/r\). In the determinant, the repulsion has two direct products, each with weight \(1/2\), and two exchange products with the opposite sign. Thus

\[
E=\langle\phi_1|h|\phi_1\rangle+\langle\phi_2|h|\phi_2\rangle+J-K,
\]

\[
J=\iint\frac{\phi_1(\mathbf r)^2\phi_2(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\quad
K=\iint\frac{\phi_1(\mathbf r)\phi_2(\mathbf r)\phi_1(\mathbf r')\phi_2(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\]

Define

\[
J_jf(\mathbf r)=f(\mathbf r)\int\frac{\phi_j(\mathbf r')^2}{|\mathbf r-\mathbf r'|}d^3r',\qquad
K_jf(\mathbf r)=\phi_j(\mathbf r)\int\frac{\phi_j(\mathbf r')f(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'.
\]

Varying \(\phi_1\) at fixed orthonormality gives \((h+J_2-K_2)\phi_1=\lambda_{11}\phi_1+\lambda_{12}\phi_2\). Since \((J_1-K_1)\phi_1=0\), this term may be added. The same holds for \(\phi_2\), so both orbitals obey one operator. A rotation of the kind in part (c) makes the symmetric matrix \(\lambda\) diagonal:

\[
\left[h+\sum_{j=1}^{2}(J_j-K_j)\right]\phi_i=\epsilon_i\phi_i .
\]

These are the canonical orbitals. They were expanded in 11 functions \(e^{-\zeta_nr}\) with \(\zeta_n=0.3\times1.4^n\), \(n=0,\ldots,10\), and the equations were iterated to self-consistency. The energy is \(-2.17425\) hartree, and

\[
\phi_{1s}(0)^2=2.5547,\qquad \phi_{2s}(0)^2=0.0876,\qquad \rho(0)=2.6423 .
\]

Relative to \(\rho_+\), the 2s density is 3.4%, and the 1s density is 0.3% higher than in the ion. The total excess is 3.8%, which gives

\[
\nu_*^{\rm HF}=6499.5\times\frac{2.6423}{2.5465}\simeq6744\ \text{MHz}.
\]

If the inner orbital is instead chosen to have the largest overlap with the 1s orbital of the ion, the two shares remain 3.4% and 0.3% at this precision. For these two natural choices, most of the excess therefore belongs to the outer electron. The small rise of the 1s density is a result of the full mean field; the calculation does not separate its direct and exchange causes.

The finite basis limits the precision. Near the nucleus, the singular terms \(-\phi'/r-Z\phi/r\) must cancel, so an exact s orbital has \(\phi'(0)/\phi(0)=-2\). The computed 2s orbital has \(-1.985\), a deviation of 0.7%, and the 1s orbital has \(-2.0014\), a deviation of 0.07%. The cusp deviation is only a rough guide to the error of the density. At the basis-set limit the densities are \(\phi_{1s}(0)^2=2.5545\), \(\phi_{2s}(0)^2=0.0877\) and \(\rho(0)=2.6421\), so the last digit of the values above is not converged. The shares stay at 3.4% and 0.3%, and \(\nu_*^{\rm HF}\) falls by about 0.4 MHz, which leaves 6744 MHz to the digits shown. The difference of nearly 4 MHz from the result of part (e) is therefore due to correlation, not to the basis.

**Part (e). The correlated prediction**

*Set up a variational calculation that includes the distance \(r_{12}\) between the electrons. Predict \(\nu_*\), compare it with the known 6740 MHz, and judge the agreement.*

**Answer.** An S state depends on \(r_1,r_2,r_{12}\). An antisymmetric trial function is

\[
\Phi=(1-P_{12})\sum_{i+j+k\le N}c_{ijk}\,r_1^i r_2^j r_{12}^k\,e^{-\alpha r_1-\beta r_2},
\]

where \(P_{12}\) exchanges the electrons, \(\alpha=2.0\) suits the inner electron and \(\beta=0.6\) the outer one. Making the energy stationary gives the matrix equation \(\mathbf H\mathbf c=E\,\mathbf S_{\rm o}\mathbf c\), with overlap matrix \(\mathbf S_{\rm o}\).

For the integrals, the angles that orient the triangle of nucleus and electrons give \(8\pi^2\). At fixed \(r_1,r_2\), the cosine rule gives \(r_{12}\,dr_{12}=r_1r_2\sin\vartheta\,d\vartheta\), hence

\[
d^3r_1\,d^3r_2\to8\pi^2r_1r_2r_{12}\,dr_1\,dr_2\,dr_{12}.
\]

Integration by parts turns the kinetic energy into \(\tfrac12\int(|\nabla_1\Phi|^2+|\nabla_2\Phi|^2)\). The chain rule gives

\[
|\nabla_1\Phi|^2=\Phi_{r_1}^2+\Phi_{r_{12}}^2
+\frac{r_1^2+r_{12}^2-r_2^2}{r_1r_{12}}\Phi_{r_1}\Phi_{r_{12}},
\]

where subscripts denote partial derivatives, and \(|\nabla_2\Phi|^2\) follows by exchanging 1 and 2. The variables \(r_2+r_{12}-r_1\), \(r_1+r_{12}-r_2\) and \(r_1+r_2-r_{12}\) run independently from 0 to infinity. In them every matrix element is a polynomial times exponentials, which Gauss–Laguerre quadrature integrates. The density follows from

\[
\rho(0)=\frac{2\int|\Phi(0,\mathbf r)|^2d^3r}{\langle\Phi|\Phi\rangle}.
\]

The results for increasing degree \(N\) are:

| \(N\) | terms | \(E\) (hartree) | \(\rho(0)\) (a.u.) | \(\nu_*\) (MHz) |
|---|---|---|---|---|
| 3 | 20 | −2.175227 | 2.63963 | 6737.3 |
| 4 | 35 | −2.175229 | 2.64040 | 6739.2 |
| 5 | 56 | −2.175229 | 2.64063 | 6739.8 |
| 6 | 84 | −2.175229 | 2.64070 | 6740.0 |

At \(N=6\), \(\rho(0)/\rho_+=1.0370\), so

\[
\nu_*=\tfrac34\times8666\times1.0370\simeq6740\ \text{MHz}=6.740\ \text{GHz}.
\]

The excess is 3.70% of the bare value 6499.5 MHz, or about 240 MHz. It is the few-percent effect of adding the outer electron, including the response of the inner one.

The density converges more slowly than the energy, because a variational energy has only a second-order error in the wave function, while the density at a point generally has a first-order error. The last three increases of \(\nu_*\) are about 2.0, 0.6 and 0.2 MHz. If they continue to fall at this rate, less than 0.1 MHz remains. The converged density is \(\rho(0)\simeq2.64071\), one unit above the last digit in the table, which raises \(\nu_*\) by only a few hundredths of a MHz.

The agreement with 6740 MHz is closer than the model can guarantee. Rounding \(\nu_+\) to 1 MHz allows an error of 0.4 MHz in \(\nu_*\). Relativistic corrections are of relative order \((Z/137)^2\simeq2\times10^{-4}\), which means one or a few MHz. Much of this is common to ion and atom and cancels in the ratio, but the remainder has not been calculated. Differences in radiative, nuclear-structure and nuclear-motion corrections are also left out. The prediction is therefore secure at the level of a few MHz, ample to resolve the 240 MHz excess.

**Part (f). Is first order sufficient?**

*Estimate the shift caused by hyperfine mixing of 2 ³S with the nearby state 2 ¹S.*

**Answer.** Use the same two orbitals for both states. The singlet spatial function is \(\Phi_s=[\phi_1\phi_2+\phi_2\phi_1]/\sqrt2\). Orthogonality removes the cross terms, so

\[
\langle\Phi_s|\delta(\mathbf r_1)|\Phi\rangle
=\tfrac12\left[\phi_1(0)^2-\phi_2(0)^2\right]
=-\langle\Phi_s|\delta(\mathbf r_2)|\Phi\rangle .
\]

The spin operator that remains is \((\mathbf s_1-\mathbf s_2)\cdot\mathbf I\). On the singlet spin function \(|0\rangle\), \(\mathbf s_2|0\rangle=-\mathbf s_1|0\rangle\), so it acts as \(2\mathbf s_1\cdot\mathbf I\). Since \(\langle0|s_{1a}s_{1b}|0\rangle=\delta_{ab}/4\), the squared norm of the resulting state is

\[
4\sum_{ab}\tfrac14\delta_{ab}\langle I_aI_b\rangle=\langle\mathbf I^2\rangle=\tfrac34 .
\]

The operator conserves \(F\), so the singlet, with \(F=1/2\), couples to the \(F=1/2\) triplet level and not to \(F=3/2\). With the Hartree–Fock densities, the coupling is

\[
M=\frac{\sqrt3}{4}\,\nu_+\,\frac{\phi_1(0)^2-\phi_2(0)^2}{\rho_+}
=\frac{\sqrt3}{4}\times8666\times\frac{2.5547-0.0876}{2.5465}
\simeq3636\ \text{MHz}.
\]

For the gap, the expansion of part (e) with \(1+P_{12}\) gives 2 ¹S as its second state, about 0.0293 hartree above 2 ³S, or \(1.9\times10^8\) MHz. The second-order shift is

\[
\frac{M^2}{\Delta}=\frac{(3636)^2}{1.9\times10^8}\simeq0.07\ \text{MHz}.
\]

The singlet lies higher and pushes the \(F=1/2\) triplet level down. In ³He this is the upper hyperfine level, so this mixing reduces \(\nu_*\), by less than 0.1 MHz. The estimate is somewhat too large, because the singlet was given the orbitals of the triplet, while its own differ: with correlated wave functions for both states the coupling is about 3420 MHz and the shift about 0.06 MHz. The nearest singlet thus has no influence at the precision claimed. The estimate covers this one state, not the complete second-order sum.
